# The period of a macrospin orbit from its solid angle

A macrospin that moves without damping on a closed orbit of energy \(E\) has the period

\[
T=\frac{\mu}{\gamma}\left|\frac{d\Omega}{dE}\right| ,
\]

where \(\mu\) is its magnetic moment, \(\gamma\) its gyromagnetic ratio and \(\Omega(E)\) the solid angle that the orbit encloses on the unit sphere. If \(\Omega\) is taken as the region on the left of the motion, seen from outside the sphere, the derivative is positive and the modulus can be dropped.

The macrospin is a moment of fixed length \(\mu\) and direction \(\mathbf m\), with \(|\mathbf m|=1\). Its energy \(E(\mathbf m)\) is smooth and does not depend on time. The effective field and the equation of motion are

\[
\mathbf B=-\frac1\mu\nabla E,\qquad \frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B ,
\]

with \(\gamma>0\) in radians per second and tesla. The gradient is taken with respect to the components of \(\mathbf m\). Inserting the field gives

\[
\frac{d\mathbf m}{dt}=\frac{\gamma}{\mu}\,\mathbf m\times\nabla E .
\]

The right-hand side is perpendicular to \(\mathbf m\), so the length of \(\mathbf m\) is conserved. It is also perpendicular to \(\nabla E\), so \(dE/dt=\nabla E\cdot d\mathbf m/dt=0\). The tip of \(\mathbf m\) therefore follows a level curve of the energy on the sphere.

The radial part of the gradient drops out of the cross product. What remains is the tangential part,

\[
\mathbf G=\nabla E-\mathbf m\,(\mathbf m\cdot\nabla E),\qquad
\left|\frac{d\mathbf m}{dt}\right|=\frac{\gamma}{\mu}|\mathbf G| ,
\]

where the speed follows because \(\mathbf m\) is a unit vector perpendicular to \(\mathbf G\). Points with \(\mathbf G=0\) are fixed points. I assume that the orbit contains none and that it belongs to a continuous family of closed orbits labelled by \(E\). The speed then never vanishes, and the level curve is run through once in a finite time \(T\).

Now compare the orbit at \(E\) with its neighbour at \(E+dE\). Stepping a distance \(dw\) across the sphere along \(\mathbf G\) raises the energy by \(|\mathbf G|\,dw\), so the local distance between the two curves is \(dw=dE/|\mathbf G|\) for \(dE>0\). A piece of the strip between them, of length \(dl\), has the area \(dw\,dl\). On the unit sphere area is solid angle, and to first order in \(dE\)

\[
|d\Omega|=dE\oint\frac{dl}{|\mathbf G|} .
\]

The length covered in a time \(dt\) is \(dl=(\gamma/\mu)|\mathbf G|\,dt\). The gradient cancels:

\[
\left|\frac{d\Omega}{dE}\right|=\oint\frac{1}{|\mathbf G|}\,\frac{\gamma}{\mu}|\mathbf G|\,dt=\frac{\gamma}{\mu}\,T .
\]

This is the stated result. Where the energy is steep the spin moves fast, but the strip is narrow in the same proportion, so each piece of the strip has an area proportional to the time spent beside it. No symmetry of the energy was used.

The sign follows from the direction of travel. The unit vector along the motion is \(\mathbf t=\mathbf m\times\mathbf G/|\mathbf G|\). Seen from outside, the direction to the left of the motion is

\[
\mathbf m\times\mathbf t=\frac{\mathbf m\times(\mathbf m\times\mathbf G)}{|\mathbf G|}=-\frac{\mathbf G}{|\mathbf G|} ,
\]

because \(\mathbf m\times(\mathbf m\times\mathbf G)=-\mathbf G\) when \(\mathbf m\perp\mathbf G\). Lower energy thus lies on the left. Raising \(E\) pushes the orbit to its right and enlarges the left-hand region, which gives \(T=+(\mu/\gamma)\,d\Omega/dE\). Around an energy minimum the left-hand region is the cap that contains the minimum, and the motion is anticlockwise. Around a maximum the motion is clockwise. If one still uses the cap that contains the maximum, it shrinks as \(E\) rises, and the minus sign appears. The two possible regions add up to \(4\pi\), so their derivatives differ in sign alone.

The same result can be read as a statement about an action. In spherical angles the tangential gradient is \(\hat{\boldsymbol\theta}\,\partial_\theta E+\hat{\boldsymbol\varphi}\,\partial_\varphi E/\sin\theta\). With \(\mathbf m\times\hat{\boldsymbol\theta}=\hat{\boldsymbol\varphi}\) and \(\mathbf m\times\hat{\boldsymbol\varphi}=-\hat{\boldsymbol\theta}\) the motion is

\[
\dot\theta=-\frac{\gamma}{\mu\sin\theta}\,\frac{\partial E}{\partial\varphi},\qquad
\dot\varphi=\frac{\gamma}{\mu\sin\theta}\,\frac{\partial E}{\partial\theta} .
\]

Define \(p=(\mu/\gamma)(1-\cos\theta)\), so that \(dp=(\mu/\gamma)\sin\theta\,d\theta\). The two equations become \(\dot p=-\partial E/\partial\varphi\) and \(\dot\varphi=\partial E/\partial p\), which are Hamilton's equations. For an orbit that circles the pole anticlockwise the action is

\[
J=\oint p\,d\varphi=\frac{\mu}{\gamma}\oint(1-\cos\theta)\,d\varphi=\frac{\mu}{\gamma}\,\Omega ,
\]

and the theorem is the familiar relation \(T=dJ/dE\). The factor \(\mu/\gamma\) is the angular momentum that belongs to the moment.

The simplest case is a uniform field \(B\) along \(z\), with \(E=-\mu B\cos\theta\). The cap around the minimum at \(\theta=0\) has

\[
\Omega=2\pi(1-\cos\theta)=2\pi\left(1+\frac{E}{\mu B}\right),\qquad
T=\frac{\mu}{\gamma}\,\frac{2\pi}{\mu B}=\frac{2\pi}{\gamma B} .
\]

This is Larmor precession. Its period does not depend on the cone angle because the solid angle is linear in the energy.

A thin elliptical magnet gives a case in which the period does depend on the orbit. Let \(x\) be the long axis of the ellipse, \(y\) the short axis and \(z\) the film normal, and take

\[
E=\frac{\mu}{2}\left(B_p m_y^2+B_n m_z^2\right),\qquad 0<B_p<B_n .
\]

The minima lie at \(\pm x\) with \(E=0\), the saddles at \(\pm y\) with the barrier energy \(E_b=\mu B_p/2\), and the maxima at \(\pm z\) with \(E=\mu B_n/2\). It is convenient to measure energy as a field, \(\varepsilon=2E/\mu\).

For an orbit in the well around \(+x\), where \(\varepsilon<B_p\), let \(\Theta\) be the angle from the \(x\) axis and write \(m_y=\sin\Theta\cos\phi\), \(m_z=\sin\Theta\sin\phi\). The level curve obeys

\[
g(\phi)\sin^2\Theta=\varepsilon,\qquad g(\phi)=B_p\cos^2\phi+B_n\sin^2\phi ,
\]

so \(\cos\Theta=\sqrt{1-\varepsilon/g}\), and the enclosed solid angle is

\[
\Omega=\int_0^{2\pi}\left(1-\sqrt{1-\frac{\varepsilon}{g(\phi)}}\right)d\phi .
\]

Differentiating the integrand with respect to \(\varepsilon\) gives \(1/\bigl(2g\sqrt{1-\varepsilon/g}\bigr)=1/\bigl(2\sqrt{g(g-\varepsilon)}\bigr)\). Since \(d\varepsilon/dE=2/\mu\), the theorem yields

\[
T=\frac{\mu}{\gamma}\,\frac{2}{\mu}\,\frac{d\Omega}{d\varepsilon}
=\frac1\gamma\int_0^{2\pi}\frac{d\phi}{\sqrt{g(g-\varepsilon)}} .
\]

The integrand grows with \(\varepsilon\) at every \(\phi\), so in this model the period lengthens steadily from the bottom of the well to the barrier.

The integral can be brought to standard form. The four quadrants contribute equally. With \(u=\tan\phi\) one has \(d\phi=du/(1+u^2)\) and \(g=(B_p+B_nu^2)/(1+u^2)\), and therefore

\[
T=\frac4\gamma\int_0^\infty\frac{du}{\sqrt{(B_p+B_nu^2)\,(r+su^2)}},\qquad r=B_p-\varepsilon,\quad s=B_n-\varepsilon .
\]

Next put \(u=\sqrt{r/s}\,\tan\psi\). Then \(r+su^2=r/\cos^2\psi\) and \(du=\sqrt{r/s}\,d\psi/\cos^2\psi\), while the other factor becomes \(\bigl(B_p\cos^2\psi+(B_nr/s)\sin^2\psi\bigr)/\cos^2\psi\). All powers of \(\cos\psi\) outside the bracket cancel, and

\[
T=\frac{4}{\gamma\sqrt{B_ps}}\int_0^{\pi/2}\frac{d\psi}{\sqrt{1-k^2\sin^2\psi}},\qquad k^2=1-\frac{B_nr}{B_ps} .
\]

The remaining integral is the complete elliptic integral \(K(k^2)\). Writing out \(r\) and \(s\),

\[
T=\frac{4K(k^2)}{\gamma\sqrt{B_p(B_n-\varepsilon)}},\qquad
k^2=\frac{\varepsilon(B_n-B_p)}{B_p(B_n-\varepsilon)}\qquad(\varepsilon<B_p).
\]

Above the barrier the orbits circle \(\pm z\). Replacing \(m_z^2\) by \(1-m_x^2-m_y^2\) turns the energy equation into

\[
(B_n-B_p)\,m_y^2+B_n\,m_x^2=B_n-\varepsilon .
\]

This has the form of the previous problem with \(B_p\) replaced by \(B_n-B_p\) and \(\varepsilon\) by \(B_n-\varepsilon\), while \(B_n\) stays. The new energy variable falls as \(E\) rises, which is the minus sign expected around a maximum. The period follows by the same replacements:

\[
T=\frac{4K(k^2)}{\gamma\sqrt{(B_n-B_p)\,\varepsilon}},\qquad
k^2=\frac{B_p(B_n-\varepsilon)}{(B_n-B_p)\,\varepsilon}\qquad(B_p<\varepsilon<B_n).
\]

Here the period shortens as the energy rises.

Two limits show the range of behaviour. For \(\varepsilon\to0\), \(K\to\pi/2\) and \(T\to2\pi/(\gamma\sqrt{B_pB_n})\), the period of small ferromagnetic resonance oscillations. At the barrier the period diverges. Set \(\varepsilon=B_p(1-\delta)\) with small \(\delta>0\). Then \(1-k^2=B_n\delta/(B_n-\varepsilon)\approx B_n\delta/(B_n-B_p)\), and with \(K\approx\tfrac12\ln[16/(1-k^2)]\) near \(k^2=1\),

\[
T\approx\frac{2}{\lambda}\ln\frac{16(B_n-B_p)}{B_n\delta},\qquad \lambda=\gamma\sqrt{B_p(B_n-B_p)} .
\]

The rate \(\lambda\) belongs to the saddle. Near \(+y\) the equations of motion are \(\dot m_x=\gamma(B_n-B_p)m_z\) and \(\dot m_z=\gamma B_pm_x\) to first order, so deviations grow or decay as \(e^{\pm\lambda t}\). The orbit passes two saddles per turn at a closest distance proportional to \(\sqrt\delta\), and each passage costs a time \(\ln(1/\delta)/\lambda\) plus a constant. The solid angle itself stays finite at the barrier; its slope becomes infinite. On the separatrix there is no period, and the theorem does not apply.

The derivative must also follow one family of orbits. Below the barrier there are two orbits of the same energy, one in each well. Adding their solid angles would double the derivative and give twice the true period.

For a numerical example take an elliptical disc of \(80\times40\times4\) nm with magnetization 0.80 MA/m, \(B_p=0.050\) T and \(B_n=0.80\) T. Its volume is \((\pi/4)\times80\times40\times4=10053\ \text{nm}^3\), which gives \(\mu=50.197\) eV/T. With the free-electron value \(\gamma=176.086\) rad/(ns T),

\[
\frac{\mu}{\gamma}=0.28507\ \text{eV ns},\qquad E_b=\tfrac12\times50.197\times0.050=1.2549\ \text{eV}.
\]

Consider the orbit at 60 % of the barrier, \(E=0.7530\) eV. It swings 50.8° from the easy axis within the plane, where \(m_y^2=\varepsilon/B_p=0.6\), but 11.2° out of the plane. The solid angle is 0.513498 sr at \(E-0.01\) eV and 0.529199 sr at \(E+0.01\) eV. The difference divided by 0.02 eV is 0.7851 sr/eV, and

\[
T=0.28507\times0.7851=0.2238\ \text{ns},
\]

a frequency of 4.47 GHz. The closed formula with \(\varepsilon=0.030\) T has \(k^2=0.030\times0.75/(0.05\times0.77)=0.5844\) and \(K=1.9331\), so

\[
T=\frac{4\times1.9331}{176.086\times\sqrt{0.05\times0.77}}=0.2238\ \text{ns}.
\]

Direct integration of the equation of motion, which uses no solid angle, also gives 0.2238 ns. The small-orbit period is 0.1784 ns, so the period of this orbit is about 25 % longer.

Other energies of the same disc show both signs and the slowing at the barrier. The third column is \((\mu/\gamma)\,d\Omega/dE\), with \(\Omega\) the cap around \(+x\) below the barrier and around \(+z\) above it; the last column comes from integrating the motion.

| \(E/E_b\) | \(\Omega\) (sr) | from \(\Omega\) (ns) | motion (ns) |
|---|---|---|---|
| 0.10 | 0.0796 | +0.1834 | 0.1834 |
| 0.90 | 0.8544 | +0.2982 | 0.2982 |
| 0.99 | 0.9892 | +0.4297 | 0.4297 |
| 1.50 | 4.7168 | −0.1916 | 0.1916 |
| 4.00 | 3.3024 | −0.0973 | 0.0973 |

With \(\lambda=34.10\ \text{ns}^{-1}\), each tenfold approach to the barrier from below should add \(2\ln10/\lambda=0.135\) ns. The integrated motion gains 0.135 ns between \(\delta=10^{-4}\) and \(\delta=10^{-5}\).

Since the theorem claims to need no symmetry, it was also tested on an energy that has none,

\[
\frac E\mu=-0.06m_x-0.03m_y-0.10m_z+0.15m_z^2+0.10m_xm_y+0.12m_y^3
\]

in tesla, with the same \(\mu\). On an orbit 0.05 T above the lowest value of \(E/\mu\), the motion takes 0.1344 ns and the solid angle gives +0.1344 ns. On an orbit 0.08 T below the highest value, the two numbers are 0.1161 ns and −0.1161 ns. The numerical output below lists these cases as well.

The parameters of the disc are rough typical values for the in-plane free layer of a spin-torque memory cell, with a thickness on the high side. The two anisotropy fields are chosen, not derived from the shape; the shape alone would give about 0.07 T for \(B_p\) and 0.79 T for \(B_n\). Such a layer breaks several assumptions of the model:

- **Damping.** With a rough damping constant of 0.005, the spin started on the main orbit at its largest in-plane angle loses 13 % of its energy in the first turn, and that turn is 2.1 % shorter than \(T\). The second figure depends somewhat on the starting point. The sign is as expected, since the spin slips to lower energies, where the period is shorter.
- **Temperature.** At 300 K, \(kT=0.0259\) eV and the barrier is \(48.5\,kT\). Shifting the orbit energy by \(\pm kT\) changes the period by about \(\pm1.2\) %. The actual thermal scatter is larger: with the damping above, the thermal field spreads the energy by between two and three \(kT\) within one turn, and the duration of single turns scatters by roughly 2 %.
- **Uniform magnetization.** For a rough estimate, replace the disc by a strip of constant width and length \(L=80\) nm, with \(x\) measured from one end. A small tilt \(\propto\cos(qx)\), with \(q=\pi/L\), then costs a mean exchange energy density \(Aq^2\) times the mean square tilt. A field \(B\) costs \(M_sB/2\) times the same quantity, so exchange acts like a field \(2Aq^2/M_s\). For a rough stiffness \(A=15\) pJ/m this is 0.058 T, about as large as \(B_p\). Added to both anisotropy fields, it puts the first non-uniform mode at roughly 1.5 times the small-orbit frequency, with changes of the dipolar field and the taper of the ellipse left out. The taper raises the exchange cost by about 40 %, while the uneven dipolar field lowers the frequency of this mode, so the factor 1.5 is only a rough guide.

The last point is the weakest part of the model for this disc. The non-uniform mode is not far above the uniform one, and a large orbit may excite it; how far that would move the period is not determined here. A steady oscillation driven by spin torque is not covered by the theorem either, because the torque and the damping need not cancel at each point of the orbit. Quantum discreteness, by contrast, is negligible. If the action \(J\) is quantized in steps of \(h\), the levels are spaced by \(h/(dJ/dE)=h/T\), which is 18 µeV for the main orbit, far below \(kT\).

## Numbers as computed

```
disc length, width, thickness: 80, 40, 4 nm
volume: 10053 nm^3
magnetization: 0.80 MA/m
anisotropy fields B_p, B_n: 0.050, 0.800 T
gamma: 176.086 rad/(ns T)
moment mu: 50.197 eV/T
mu/gamma: 0.28507 eV ns
barrier: 1.2549 eV
main orbit energy: 0.7530 eV (0.60 of barrier)
largest in-plane angle: 50.77 deg
largest out-of-plane angle: 11.17 deg
solid angle at E-0.01 eV: 0.513498 sr
solid angle at E: 0.521331 sr
solid angle at E+0.01 eV: 0.529199 sr
dOmega/dE from these: 0.78507 sr/eV
period from solid angle: 0.22380 ns
period from motion: 0.22380 ns
elliptic parameter k^2: 0.58442; K: 1.93308
period from elliptic formula: 0.22380 ns
frequency: 4.4683 GHz
small-orbit period: 0.17841 ns
E/barrier | cap solid angle (sr) | (mu/gamma)dOmega/dE (ns) | T motion (ns)
   0.10 | 0.07962 | +0.18343 | 0.18343
   0.30 | 0.24625 | +0.19563 | 0.19563
   0.60 | 0.52133 | +0.22380 | 0.22380
   0.90 | 0.85443 | +0.29824 | 0.29824
   0.99 | 0.98924 | +0.42967 | 0.42967
   1.50 | 4.71684 | -0.19163 | 0.19163
   4.00 | 3.30244 | -0.09734 | 0.09734
saddle rate lambda: 34.099 1/ns
period gain per decade, formula: 0.13505 ns
period gain from 1e-4 to 1e-5 below barrier, motion: 0.13504 ns
uniform field 0.1 T, period motion / area: 0.35682 / 0.35682 ns
lopsided energy, minimum: T motion 0.13443 ns, (mu/gamma)dOmega/dE +0.13443 ns, swept +0.93556 sr
lopsided energy, maximum: T motion 0.11607 ns, (mu/gamma)dOmega/dE -0.11607 ns, swept -1.38164 sr
damping constant: 0.0050
energy lost in first damped turn: 0.0977 eV (13.0 % of E)
duration of first damped turn: 0.21909 ns (-2.10 %)
kT at 300 K: 0.02585 eV; barrier/kT: 48.5
period change for E+kT, E-kT: +1.22 %, -1.15 %
exchange stiffness: 15 pJ/m
exchange field of first non-uniform mode: 0.0578 T
its small-angle frequency / uniform one (exchange only): 1.521
quantum level spacing h/T: 18.48 micro-eV
```
